# Why J-aggregates radiate faster, and what limits the gain

**Question.** A dye molecule that emits in several nanoseconds can emit many times faster when it belongs to a J-aggregate, although only one excitation is present. Where does the extra speed come from, how does it grow with the number of molecules, and why does the growth stop?

**Answer.**

## One excitation, many emitting dipoles

Take $N$ identical two-level monomers in a straight chain with spacing $a$ and parallel transition dipoles $\mu$. Let $|n\rangle$ be the state with monomer $n$ excited and all others in the ground state. A single shared excitation, called an exciton, is

$$|k\rangle=\sum_{n=1}^{N}\varphi_k(n)\,|n\rangle ,\qquad \sum_n\varphi_k(n)^2=1 ,$$

with real amplitudes. Emission leads to the same final state whichever monomer gave up the excitation: all monomers in the ground state and one photon. The amplitudes must therefore be added before squaring. If the chain is much shorter than the wavelength, the photon field has the same phase at every site, and the transition dipole is

$$D_k=\mu\sum_n\varphi_k(n),\qquad |D_k|^2=\mu^2F_k,\qquad F_k=\Big(\sum_n\varphi_k(n)\Big)^2 .$$

$F_k$ is the strength of the exciton in units of one monomer.

The rate follows from the golden rule. In a volume $V$, a mode of frequency $\omega$ and polarization $\mathbf e$ has squared coupling $(\hbar\omega/2\varepsilon_0V)|\mathbf e\cdot\mathbf D|^2$. The number of modes per unit frequency and solid angle is $V\omega^2/(8\pi^3c^3)$ for each polarization. The polarization sum gives $|D|^2\sin^2\theta$, where $\theta$ is measured from the dipole, and its angular integral is $8\pi|D|^2/3$. Hence

$$\gamma=\frac{2\pi}{\hbar^2}\,\frac{\hbar\omega}{2\varepsilon_0}\,\frac{\omega^2}{8\pi^3c^3}\,\frac{8\pi}{3}|D|^2=\frac{\omega^3|D|^2}{3\pi\varepsilon_0\hbar c^3}.$$

With $\gamma_0$ and $\omega_0$ for the monomer in vacuum, the exciton rate is

$$\gamma_k=\gamma_0F_k\left(\frac{\omega_k}{\omega_0}\right)^3 .$$

Coupling the monomers does not create strength. Completeness of the excitons, $\sum_k\varphi_k(n)\varphi_k(m)=\delta_{nm}$, gives

$$\sum_kF_k=\sum_{n,m}\delta_{nm}=N .$$

An equal incoherent mixture of all $N$ excitons has mean strength 1 and, apart from frequency factors, emits like a monomer. Fast emission requires that the strength be concentrated in few states and that the excitation occupy one of them. This is superradiance of a single excitation, not the burst emitted by an inverted ensemble.

## How much strength the band edge holds

Let neighbouring monomers be coupled by $J$ and neglect other couplings. The amplitudes obey

$$J[\varphi(n-1)+\varphi(n+1)]=(E-E_0)\varphi(n),\qquad \varphi(0)=\varphi(N+1)=0 ,$$

where $E_0$ is the monomer energy and the boundary conditions express the missing neighbours at the ends. Trying $\sin(n\alpha)$ gives $\sin((n-1)\alpha)+\sin((n+1)\alpha)=2\cos\alpha\,\sin(n\alpha)$. The condition at $N+1$ requires $\alpha_k=\pi k/(N+1)$, with $k=1,\dots,N$. Since $\sin^2(n\alpha_k)=[1-\cos(2n\alpha_k)]/2$ and the cosine sums to zero over $n=0,\dots,N$, the squared sines sum to $(N+1)/2$. Thus

$$\varphi_k(n)=\sqrt{\frac{2}{N+1}}\sin(n\alpha_k),\qquad E_k=E_0+2J\cos\alpha_k .$$

In a J-aggregate $J<0$, so $k=1$ is the lowest state. Its amplitudes all have the same sign and their fields add.

To sum the amplitudes, use $2\sin(\alpha/2)\sin(n\alpha)=\cos((n-\tfrac12)\alpha)-\cos((n+\tfrac12)\alpha)$. The sum telescopes:

$$\sum_{n=1}^{N}\sin(n\alpha_k)=\frac{\cos(\alpha_k/2)-\cos((N+\tfrac12)\alpha_k)}{2\sin(\alpha_k/2)} .$$

Because $(N+\tfrac12)\alpha_k=\pi k-\alpha_k/2$, the second cosine is $(-1)^k\cos(\alpha_k/2)$. The sum is zero for even $k$ and $\cot(\alpha_k/2)$ for odd $k$, so

$$F_k=\frac{2}{N+1}\cot^2\frac{\pi k}{2(N+1)}\quad(k\text{ odd}),\qquad F_k=0\quad(k\text{ even}).$$

For small $x$, $\cot^2x=1/x^2-2/3+\dots$. With $x=\pi/[2(N+1)]$,

$$F_1=\frac{8}{\pi^2}(N+1)-\frac{4}{3(N+1)}+\dots\approx0.81\,(N+1).$$

The factor $8/\pi^2$ is the squared overlap of a half sine wave with a uniform distribution. The open ends force the amplitude down there, and the missing strength goes to $k=3,5,\dots$. In a ring the uniform state is an eigenstate and holds the full strength $N$.

The sign of $J$ matters because it decides which state lies lowest. For $J>0$ this is $k=N$, whose amplitudes alternate in sign. Its strength is zero for even $N$. For odd $N$ it is $[2/(N+1)]\tan^2\{\pi/[2(N+1)]\}\approx\pi^2/[2(N+1)^3]$, and for 21 monomers the exact form gives $4.65\times10^{-4}$ and the approximation $4.63\times10^{-4}$.

## A chain of twenty monomers

Take round model values: $N=20$, $\mu=10$ D, $a=1.2$ nm, and a monomer wavelength of 600 nm, or $E_0=16666.7$ cm⁻¹. The dipoles lie head to tail along the chain. The point-dipole coupling $\mu^2(1-3\cos^2\vartheta)/(4\pi\varepsilon_0a^3)$ at $\vartheta=0$ is

$$J=-\frac{2\mu^2}{4\pi\varepsilon_0a^3}=-582.7\ \text{cm}^{-1}.$$

The leading strength is $0.8106\times21=17.02$; the full formula gives $F_1=16.96$. The next bright state has $F_3=1.83$. The band-edge energy is 15514.4 cm⁻¹, and the lower frequency costs a factor $(15514.4/16666.7)^3=0.807$. Therefore

$$\frac{\gamma_1}{\gamma_0}=16.96\times0.807=13.7 .$$

The radiative lifetime falls from 6.89 ns to 0.504 ns. The enhancement of the rate is smaller than that of the strength because the photon energy has dropped.

Two approximations in this rate can be checked. First, light from different sites acquires different phases. Put $q=(\omega_1/c)\cos\theta$ and $L=(N+1)a$. To second order, phases reduce the squared amplitude by $1-q^2\,\mathrm{Var}(x)$, where the variance is taken with the normalized weight $(\pi/2L)\sin(\pi x/L)$. Using $\int_0^\pi t^2\sin t\,dt=\pi^2-4$,

$$\mathrm{Var}(x)=L^2\left(\frac12-\frac{2}{\pi^2}\right)-\frac{L^2}{4}=L^2\left(\frac14-\frac{2}{\pi^2}\right).$$

For dipoles along the chain, the average of $\cos^2\theta$ with the emission weight $\sin^2\theta$ is $(2/3-2/5)/(4/3)=1/5$. The relative loss is therefore $(\omega_1L/c)^2(1/4-2/\pi^2)/5$, or 0.057 percent here. For a clean chain of 1000 monomers the short-chain formula fails: integration over emission directions gives 0.46 of its rate. At that length the radiative width (about 0.23 cm⁻¹) exceeds the level spacing $3\pi^2|J|/(N+1)^2\approx0.017$ cm⁻¹, so the simple condition stated next is not met. That condition is sufficient, not necessary. The decay matrix does not connect $k=1$ to $k=2$, which has opposite parity. Its element to $k=3$ is about 0.005 cm⁻¹ against a gap of 0.046 cm⁻¹, and including it changes the $k=1$ width by about 0.1 percent. Radiative shifts of the levels are left out.

Second, the excitons share the radiation field, which can mix them. This is negligible if the radiative width is small against the level spacing. Here the width is 0.0105 cm⁻¹, the gap to $k=2$ is 38.8 cm⁻¹, and the gap to $k=3$, the nearest state of the same parity and hence the first that can mix, is 102 cm⁻¹.

At finite length the ratio $F/(N+1)$ also depends somewhat on the coupling model. With point-dipole coupling between all pairs, the lowest state has $F/(N+1)=0.833$ at $N=20$ and $0.830$ at $N=200$. The excess over 0.81 keeps shrinking slowly in longer chains, so these values do not establish a different limiting coefficient.

## Why disorder stops the growth

Let each site energy have an independent Gaussian shift $\epsilon_n$ of mean zero and standard deviation $\sigma$. The matrix element between the two lowest clean excitons is $\sum_n\epsilon_n\varphi_1(n)\varphi_2(n)$, with variance $\sigma^2\sum_n\varphi_1^2\varphi_2^2$. Writing $\alpha=\pi/(N+1)$,

$$\sum_n\sin^2(n\alpha)\sin^2(2n\alpha)=\frac14\sum_{n=0}^{N}[1-\cos(2n\alpha)][1-\cos(4n\alpha)]=\frac{N+1}{4}\quad(N\ge3),$$

since all the cosine terms, including those from the product, sum to zero. The factor $4/(N+1)^2$ from normalization then gives an rms mixing of $\sigma/\sqrt{N+1}$. The gap for a long chain is

$$E_2-E_1=2|J|(\cos\alpha-\cos2\alpha)\approx3|J|\alpha^2=\frac{3\pi^2|J|}{(N+1)^2}.$$

The mixing falls with length, but the gap falls faster. Once they are comparable, states such as $(\varphi_1\pm\varphi_2)/\sqrt2$ appear. Each is concentrated towards one end of the chain, and each has strength $F_1/2$, because $\varphi_2$ is dark. The bright state has begun to split into localized ones. Equating mixing and gap gives the crossover estimate

$$N^*+1=\left(\frac{3\pi^2|J|}{\sigma}\right)^{2/3}.$$

The power $2/3$ has a firmer basis for $\sigma\ll|J|$. Near the band edge $\varphi$ varies slowly, so $\varphi(n-1)+\varphi(n+1)\approx2\varphi+\varphi''$. With $x$ measured in sites,

$$-|J|\varphi''+\epsilon(x)\varphi=(E-E_0+2|J|)\varphi,\qquad \langle\epsilon(x)\epsilon(x')\rangle=\sigma^2\delta(x-x').$$

Set $x=\ell u$. The first term scales as $|J|/\ell^2$. Since $\delta(x-x')=\delta(u-u')/\ell$, the disorder scales as $\sigma/\sqrt\ell$. The two are equal for

$$\ell=\left(\frac{|J|}{\sigma}\right)^{2/3},$$

and the rescaled equation then contains no parameter except the chain length $N/\ell$. Normalization requires $\varphi(x)=\ell^{-1/2}\chi(u)$, so $F=(\int\varphi\,dx)^2=\ell(\int\chi\,du)^2$. Strengths are thus $\ell$ times a function of $N/\ell$.

Localization stops that function from growing. A state confined to $M$ sites obeys $F\le M$ by the Cauchy–Schwarz inequality. Adding sites beyond its reach cannot make it brighter; it adds other emitting states elsewhere.

## The size of the cap

A suitable average over states is

$$S=\frac{\sum_jF_j^2}{\sum_jF_j}.$$

A weak pulse covering the whole band populates exciton $j$ in proportion to $F_j$. After the coherences between excitons have decayed, but before their populations relax, the mean emission rate is $\gamma_0S$, apart from frequency factors. In a long clean chain $F_k\approx8(N+1)/(\pi^2k^2)$ for the odd states that matter. Since $\sum_{k\,\text{odd}}k^{-4}=\pi^4/96$,

$$S\approx\frac1N\,\frac{64(N+1)^2}{\pi^4}\,\frac{\pi^4}{96}=\frac{2(N+1)^2}{3N}\approx\frac23(N+1).$$

For $\sigma=100$ cm⁻¹, $\sigma/|J|=0.172$ and $\ell=3.24$ sites. Diagonalizing random chains gives these averages:

| $N$ | clean $S$ | disordered $S$ | lowest-state $F$ |
|---:|---:|---:|---:|
| 10 | 7.8 | 7.2 | 8.4 |
| 20 | 14.6 | 10.7 | 13.8 |
| 80 | 54.6 | 14.3 | 17.1 |
| 160 | 108.0 | 15.0 | 16.8 |
| 320 | 214.7 | 15.0 | 14.4 |

Doubling the chain from 160 to 320 monomers doubles the clean value and leaves the disordered one unchanged within its sampling error of about 0.2. The clean column is a strength, not a rate, at these lengths: 320 monomers span about 385 nm, and phase differences lower the clean mean rate to about $104\gamma_0$ and $188\gamma_0$ for 160 and 320 monomers, apart from frequency factors. The participation number $1/\sum_n\varphi_j(n)^4$, averaged with weight $F_j^2$, also changes little, from 15.1 to 15.6 sites. The bright states have almost stopped spreading.

The cap is a gradual saturation. At $N=20$ disorder has already lowered the mean strength of the lowest state from 17.0 to 13.8: the mixing is 21.8 cm⁻¹ against a gap of 38.8 cm⁻¹. The capped $S$ equals that of a clean chain of about $1.5\times14.96-1=21$ sites, while the crossover estimate gives $N^*=30$. These lengths have different definitions and agree only in order of magnitude. Putting $N^*$ into the clean formula would give $0.81\times31\approx25$, well above the lowest-state strengths in the table.

The lowest-state average does not settle on a plateau: it passes a maximum between 17 and 18 at roughly 60 monomers and then declines slowly in longer chains, which is why it is smaller at 320 monomers than at 160. The lowest-state entries for long chains are uncertain by several tenths; larger samples give 16.3 at 160 and 15.2 at 320 monomers. The evidence for the cap is $S$, whose error is known.

The predicted scaling can be tested by keeping $N/\ell$ near 50. For $\sigma/|J|=0.05$, $0.10$ and $0.20$, $S/\ell$ is 4.63, 4.56 and 4.66. The fitted exponent of $S$ against $\sigma$ is $-0.66$, compared with the predicted $-2/3$. In this range of weak disorder, and with nearest-neighbour coupling only, the cap is therefore, to within several percent,

$$S_{\rm cap}\approx4.6\left(\frac{|J|}{\sigma}\right)^{2/3}.$$

With $S=14.96$ and the frequency factor of the 20-monomer band edge, the lifetime corresponding to the capped mean rate is about $6.89/(14.96\times0.807)=0.57$ ns.

The prefactor is sensitive to the couplings that were dropped. Point dipoles couple all pairs as $J/|n-m|^3$. With these terms the $N=20$ gap grows from 38.8 to 92.6 cm⁻¹, $S$ at $\sigma=100$ cm⁻¹ is about 33 for 320 monomers, $S/\ell$ is about 10 to 11 over the same range of disorder, and the fitted exponent is near $-0.7$. The cap roughly doubles, so 4.6 and 0.57 ns belong to the nearest-neighbour model only.

## Temperature is a second limit

Even a clean chain loses much of its advantage if excitons equilibrate before emitting and heat moves them into dark states. Suppose the gap is much smaller than $k_BT$, and $k_BT\ll|J|$. Measured from the band edge, $E_k\approx|J|\alpha_k^2$, and the partition function is

$$Z\approx\frac{N+1}{\pi}\int_0^\infty e^{-|J|\alpha^2/k_BT}\,d\alpha=(N+1)\sqrt{\frac{k_BT}{4\pi|J|}} .$$

Nearly all the strength lies in the lowest few odd states, whose Boltzmann factors are close to 1. The weighted strength is therefore about $\sum_kF_k=N$, and

$$\langle F\rangle_T\approx\frac NZ\approx\sqrt{\frac{4\pi|J|}{k_BT}} .$$

The length has cancelled: a longer chain has a brighter lowest state but proportionally more thermally accessible dark states. At 300 K, $k_BT=208.5$ cm⁻¹ and the formula gives 5.9; diagonalization of a clean 1000-monomer chain gives 5.8. For $N=20$ the thermal mean is 16.9 at 10 K and 5.5 at 300 K. These values are for nearest-neighbour coupling; with point-dipole coupling between all pairs the 300 K mean is 7.9 for $N=20$ and about 9 for a chain of several hundred monomers. The 0.81 law thus describes emission from the band edge of a short, cold chain with weak disorder.

The model omits vibrations, nonradiative decay, the surrounding medium and correlations between site energies. The numerical check tests the clean-chain formulas, the emission integral, the thermal limit and the disorder scaling within this model.

## Calculated quantities

```
monomers N = 20
dipole = 10.0 D; spacing = 1.2 nm
monomer wavelength = 600 nm
monomer energy = 16666.7 cm^-1
coupling J = -582.7 cm^-1
disorder sigma = 100 cm^-1; sigma/|J| = 0.1716
asymptotic coefficient 8/pi^2 = 0.8106
F_1 = 16.959; 8(N+1)/pi^2 = 17.022
F_3 = 1.828; sum of all F = 20.000
ring, lowest-state F = 20.000
J > 0, N = 21: lowest-state F = 4.650e-04
all-pair coupling, N = 20: F/(N+1) = 0.8333
all-pair coupling, N = 200: F/(N+1) = 0.8295
band-edge energy = 15514.4 cm^-1
gap E_2-E_1 = 38.76 cm^-1; estimate = 39.12 cm^-1
monomer rate = 1.4519e+08 s^-1
monomer lifetime = 6.887 ns
frequency factor = 0.8066
chain rate = 1.9861e+09 s^-1
chain lifetime = 0.5035 ns
rate ratio chain/monomer = 13.679
finite-length loss, N = 20: 0.0572 percent
N = 1000: rate/short-chain formula = 0.464
radiative width of chain = 0.01054 cm^-1
thermal F, N = 20: 16.895 at 10 K; 5.471 at 300 K
thermal F, N = 1000, 300 K: 5.774
long-chain thermal formula, 300 K: 5.926
kT at 300 K = 208.5 cm^-1
rms disorder mixing, N = 20: 21.82 cm^-1
disorder length ell = 3.238 sites
mixing-gap estimate N* = 30.0 sites
disorder table: N, clean S, S, error, lowest F, P
  10     7.82    7.18  0.04    8.38    6.63
  20    14.57   10.70  0.11   13.75    9.92
  40    27.95   12.89  0.19   17.24   12.12
  80    54.64   14.26  0.18   17.14   13.97
 160   107.99   14.95  0.17   16.81   15.14
 320   214.66   14.96  0.14   14.43   15.56
clean-chain length with capped S = 21.4 sites
capped lifetime estimate = 0.571 ns
scaling table: sigma/|J|, N, S, error, S/ell
0.05  368   34.13  0.38  4.631
0.10  232   21.19  0.23  4.564
0.20  146   13.64  0.17  4.664
fitted exponent of S against sigma = -0.662
```
